# Leaky modes of a silicon slab: Newton iteration and flux balance

## 1. A distant substrate

A silicon film of thickness $d$ lies in oxide, and a silicon substrate begins a distance $b$ below it. If $b$ is large, the mode hardly notices the substrate, and its loss follows from one tunnelling calculation.

Fields vary as $e^{i\beta z-i\omega t}$, with $\beta=k_0N$ and $k_0=2\pi/\lambda$. The $x$ axis points down, nothing depends on $y$, and the media are isotropic and lossless. Let $\psi=E_y$, $p=1$ for TE and $\psi=H_y$, $p=n^2$ for TM. Maxwell's equations give

$$\left(\frac{\psi'}{p}\right)'=\frac{\beta^2-k_0^2n^2}{p}\,\psi. \tag{1}$$

The tangential fields are proportional to $\psi$ and $\phi=\psi'/p$, so both are continuous. With a common positive factor dropped, the time-averaged Poynting vector has components

$$S_x=\mathrm{Im}(\psi^*\phi),\qquad S_z=\mathrm{Re}\,\beta\,|\psi|^2/p. \tag{2}$$

Subscripts $f,o,s$ denote film, oxide and substrate. First remove the substrate. With $x$ measured from the film centre, the fundamental mode is $\cos\kappa x$ in the film and decays as $e^{-\gamma\xi}$ at distance $\xi$ outside it, where

$$\kappa^2=k_0^2n_f^2-\beta^2,\quad \gamma^2=\beta^2-k_0^2n_o^2,\quad s=\kappa/p_f,\quad q=\gamma/p_o .$$

Continuity of $\phi/\psi$ at the film face gives $\tan(\kappa d/2)=q/s$. Hence $\cos^2(\kappa d/2)=s^2/(q^2+s^2)$ and $\sin\kappa d=2qs/(q^2+s^2)$. The power integral $W=\int\psi^2/p\,dx$ has a film part $[d/2+\sin(\kappa d)/(2\kappa)]/p_f$ and two equal tails, together $\cos^2(\kappa d/2)/(\gamma p_o)$:

$$W=\frac1{p_f}\left[\frac d2+\frac{qs}{\kappa(q^2+s^2)}\right]+\frac{s^2}{(q^2+s^2)\gamma p_o}. \tag{3}$$

Now restore the substrate. Let $\psi_1=\cos(\kappa d/2)$ be the field at the film face. The oxide field is $\psi_1[e^{-\gamma\xi}+r\,e^{\gamma(\xi-2b)}]$. Because film and substrate have the same index, the substrate wavenumber is $\kappa$, and an outgoing wave has $\phi=is\psi$. At $\xi=b$,

$$-q(1-r)=is(1+r)\ \Rightarrow\ r=\frac{q+is}{q-is},\qquad 1+r=\frac{2q}{q-is}.$$

The radiated flux is $s|\psi|^2=s\,\psi_1^2e^{-2\gamma b}\,4q^2/(q^2+s^2)$. Dividing by the guided power $\beta W$ gives the power attenuation

$$\alpha_0=\frac{4q^2s^3e^{-2\gamma b}}{\beta(q^2+s^2)^2W}. \tag{4}$$

Take $\lambda=1550$ nm, $d=220$ nm, $n_f=n_s=3.48$, $n_o=1.44$ and $b=1000$ nm. The TM index without substrate is $N_0=2.052731$, so

- $\kappa=1.139\times10^{-2}$ and $\gamma=5.930\times10^{-3}\ \mathrm{nm}^{-1}$;
- $s=9.406\times10^{-4}$ and $q=2.860\times10^{-3}\ \mathrm{nm}^{-1}$;
- $W=11.23+7.94=19.17$ nm, and $e^{-2\gamma b}=7.07\times10^{-6}$.

Equation (4) gives $\alpha_0=1.468\times10^{-8}\ \mathrm{nm}^{-1}=0.1468\ \mathrm{cm}^{-1}$. Multiplication by $10/\ln10=4.343$ turns this into 0.637 dB/cm.

This result rests on the mode without a substrate. For thinner oxide, and to measure the error of (4), we need the complex index itself.

## 2. The mismatch function

In a layer of thickness $t$, let $w=k_0^2(n^2-N^2)$. Solving $\psi''=-w\psi$ with initial values $\psi$ and $\psi'=p\phi$ gives

$$\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{\!t}=M\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{\!0},\qquad
M=\begin{pmatrix}C&pS\\-wS/p&C\end{pmatrix}, \tag{5}$$

with $C=\cos(\sqrt w\,t)$ and $S=\sin(\sqrt w\,t)/\sqrt w$. Both are even in $\sqrt w$, so the sign of the root inside a layer has no effect. Branches matter only in the two half-spaces.

The cover field is $e^{\gamma x}$ with $\mathrm{Re}\,\gamma>0$ and $x=0$ at the film top, so the starting vector is $(1,\gamma/p_o)$. After the film and oxide matrices, matching to $e^{ik_sx}$ requires

$$F(N)=\phi_b-\frac{ik_s}{p_s}\psi_b=0,\qquad k_s=k_0\sqrt{n_s^2-N^2},\quad \mathrm{Re}\,k_s>0. \tag{6}$$

The sign of $\mathrm{Re}\,k_s$ sends phase and power downward. Write $k_s=k'+ik''$ and $\beta=\beta'+i\beta''$. The imaginary part of $k_s^2=k_0^2n_s^2-\beta^2$ is

$$k'k''=-\beta'\beta''. \tag{7}$$

A mode attenuated along $+z$ has $\beta''>0$, hence $k''<0$: the outgoing field grows with depth. The field deep in the substrate left the guide farther upstream, where the guide carried more power.

Two other choices show what the branch does. The incoming choice, $k_s\to-k_s$, turns (6) into its complex conjugate with $N\to N^*$, so its root is the conjugate one. The computation finds $\mathrm{Im}\,N=-1.810\times10^{-6}$, a mode fed from below.

The second choice demands decay with depth: $k_s=iK$, $K=k_0\sqrt{N^2-n_s^2}$, $\mathrm{Re}\,K>0$. For $\mathrm{Im}\,N>0$ and $0<\mathrm{Re}\,N<n_s$, the number $N^2-n_s^2$ has positive imaginary part. Then $\mathrm{Im}\,K>0$ and $\mathrm{Re}\,k_s=-\mathrm{Im}\,K<0$, so the wave is incoming and Newton's method is sent to the lower half-plane. There the same rule makes the wave outgoing and sends the iterate back. In the TM example the iterates alternate between $\mathrm{Im}\,N=\pm1.810\times10^{-6}$ without converging.

## 3. Newton iteration

The iteration is $N_{j+1}=N_j-F(N_j)/F'(N_j)$. Differentiating $C$ and $S$ with respect to $w$,

$$\frac{dC}{dw}=-\frac{tS}{2},\qquad \frac{dS}{dw}=\frac{tC-S}{2w},\qquad \frac{dw}{dN}=-2k_0^2N.$$

Since $S+w\,dS/dw=(S+tC)/2$, the matrix derivative is

$$\frac{dM}{dN}=-2k_0^2N\begin{pmatrix}-tS/2&p(tC-S)/(2w)\\-(S+tC)/(2p)&-tS/2\end{pmatrix}. \tag{8}$$

With $v=(\psi,\phi)$, the product rule $v_N\to M_Nv+Mv_N$ carries the derivative through each layer. It starts from $(0,k_0^2N/(\gamma p_o))$, because $d\gamma/dN=k_0^2N/\gamma$. At the end $dk_s/dN=-k_0^2N/k_s$, so

$$F'=\phi_{b,N}+\frac{ik_0^2N}{k_sp_s}\psi_b-\frac{ik_s}{p_s}\psi_{b,N}.$$

**Truncation error.** Near a simple root $N_*$ write $F=G(N)(N-N_*)$ with $G(N_*)\ne0$, and let $e=N-N_*$. Then $F'=G+G'e$, and one step leaves

$$e-\frac{Ge}{G+G'e}=\frac{G'e^2}{G+G'e}\simeq\frac{G'}{G}\,e^2. \tag{9}$$

For thick oxide $G$ contains the growing factor $e^{\gamma b}$, which contributes $b\,d\gamma/dN=bk_0^2N/\gamma=5.7$ to $G'/G$ in the TM example. Starting 0.05 above $N_0$, the step sizes are

$$3.7\times10^{-2},\ 1.2\times10^{-2},\ 1.1\times10^{-3},\ 8.8\times10^{-6},\ 5.5\times10^{-10},\ 2.1\times10^{-16}.$$

The constant $|G'/G|$ is 7.2; the rounded fifth step divided by the square of the rounded fourth gives 7.1. The exponential supplies most of this constant, and the other factors in $G$ supply the rest. Since the exponential part is proportional to $b$, thicker oxide narrows the range of usable starts below the root, where the denominator $G+G'e$ in (9) becomes small: about 0.11 at 1000 nm and 0.04 at 3000 nm. Starts above the root are far less restricted, and $N_0$ serves well.

The result is

$$N=2.05273387+1.810328\times10^{-6}\,i,$$

so $\alpha=2k_0\,\mathrm{Im}\,N=0.14677\ \mathrm{cm}^{-1}$, or 0.63741 dB/cm. These digits describe the model; Section 6 shows how few survive on a wafer.

**Is it the right root?** The phase of $F$ was followed around the rectangle $1.5\le\mathrm{Re}\,N\le3.4$, $|\mathrm{Im}\,N|\le0.05$. The branch points at 1.44 and 3.48 lie outside it, so $F$ is analytic inside, and the phase change divided by $2\pi$ counts zeros. The count is one for TE and one for TM at $b=1000$ nm.

A second road avoids $F$ altogether. Replace depth below the oxide by $e^{i\theta}\rho$, with $\theta=0.5$ rad and $\rho$ real. For small $|k''|$ the outgoing wave then decays as $e^{-k'\rho\sin\theta}$, while an incoming wave grows. Zero field can be imposed at a finite distance, here $\rho=2500$ nm, and at 3000 nm above the film. Equation (1), expanded in polynomials layer by layer, becomes a matrix eigenproblem for $N^2$. For TM it gives $\mathrm{Im}\,N=6.75218\times10^{-4}$ at $b=500$ nm and $1.81033\times10^{-6}$ at 1000 nm, the same printed digits as Newton's method.

## 4. Radiated flux over guided power

Differentiate the downward flux in (2), using (1):

$$\frac{d}{dx}\mathrm{Im}(\psi^*\phi)=\mathrm{Im}\left(\frac{|\psi'|^2}{p}+\psi^*\phi'\right)=\mathrm{Im}(\beta^2)\frac{|\psi|^2}{p}=2\beta'\beta''\frac{|\psi|^2}{p}.$$

The first term in the bracket is real and drops out. Integrate from the far cover, where the field vanishes, to a plane $X$. Since $\alpha=2\beta''$,

$$\alpha=\frac{\mathrm{Im}(\psi^*\phi)_X}{\beta'\int_{-\infty}^{X}|\psi|^2/p\,dx}. \tag{10}$$

This holds for every plane $X$, provided flux and power use the same one. The power of the whole cross-section is no substitute: by (7) the substrate density grows as $e^{2|k''|x}$, and its integral diverges.

In the TM example, cuts at the film bottom, at the oxide bottom and 725 µm into the substrate all give 0.63741 dB/cm. The deepest cut encloses 1.00780 times the power above the oxide bottom. Equation (10) explains the excess: the substrate density $S_z$ is $\beta'/k'$ times the flux density $S_x$, so a depth $D$ adds a fraction of about $\alpha D\beta'/k'$. With $\beta'/k'=0.730$ this is $0.0078$. Dividing the flux at the oxide bottom by the power above the deep cut would therefore understate the loss by 0.8%.

## 5. Errors for thick oxide

Split the oxide field into growing and decaying parts, with coefficients $A$ and $B$ at the film face:

$$\psi_b=Ae^{\gamma b}+Be^{-\gamma b},\qquad \phi_b=q(Ae^{\gamma b}-Be^{-\gamma b}).$$

With $s=k_s/p_s$, insertion in (6) gives

$$F=A e^{\gamma b}(q-is)-Be^{-\gamma b}(q+is). \tag{11}$$

At the root $A/B=r\,e^{-2\gamma b}$, with $r=(q+is)/(q-is)$ as before. Without a substrate $A(N_0)=0$, so $A\simeq A'(N_0)(N-N_0)$ and

$$N-N_0\simeq\frac{B}{A'}\,e^{-2\gamma b}\,\frac{q^2-s^2+2iqs}{q^2+s^2}. \tag{12}$$

**Error of the tunnelling formula.** The real shift is $(q^2-s^2)/(2qs)=1.36$ times $\mathrm{Im}\,N$, or $2.5\times10^{-6}$ for TM at 1000 nm. It raises $\gamma$ and lowers the true loss by a fraction $2b(k_0^2N/\gamma)(2.5\times10^{-6})=2.8\times10^{-5}$. The full relative error of (4) is $5.1\times10^{-5}$, so this shift accounts for about half. The product of the growing and decaying oxide waves also adds $2b\,\mathrm{Re}(r)\,e^{-2\gamma b}\psi_1^2/p_o$ to $W$, which lowers the true loss by a further fraction $2.8\times10^{-5}$. Smaller prefactor changes, of order $e^{-2\gamma b}$, make up the difference. At 500 nm the error is $8.7\times10^{-3}$, and (4) remains a good estimate.

**Rounding error.** Double precision has relative spacing $u=2.2\times10^{-16}$. When $A$ is nearly zero, $\psi_b$ and $\phi_b$ are small differences of terms of size $e^{\gamma b}$, and they acquire errors $\delta\psi,\delta\phi$ of order $ue^{\gamma b}$, in units set by the film field. From (11), $F'\simeq A'e^{\gamma b}(q-is)$, so

$$\delta N\simeq-\frac{\delta\phi-is\,\delta\psi}{A'e^{\gamma b}(q-is)}.$$

The exponentials cancel: the error in $N$ stays of order $u$, whatever the oxide thickness. It would be real if $\delta\phi=q\,\delta\psi$, but separate rounding does not preserve that proportion. The imaginary part is therefore also uncertain on a scale set by $u$, while its true value falls as $e^{-2\gamma b}$.

For TE at $b=3000$ nm, double-precision Newton returns $-1.5\times10^{-12}$ dB/cm. The correct model value is $1.4\times10^{-21}$ dB/cm. Even the sign is wrong, although the real index is accurate. The failure belongs to the form (6), in which $\psi_b$ and $\phi_b$ are rounded separately. Dividing (11) by $e^{\gamma b}(q-is)$ gives $A-B\,r\,e^{-2\gamma b}$, where $A$ and $B$ are real for real $N$ and the imaginary part enters only through the small term; Newton iteration on this form keeps $\mathrm{Im}\,N$ in double precision.

**Cure.** Start in the substrate with $\psi=1$, $\phi=ik_s/p_s$ and integrate upward. The wanted oxide solution now grows in the direction of integration, so rounding errors are not amplified relative to it. Then use (10) with the cut at the oxide bottom, where the flux is simply $\mathrm{Re}\,k_s/p_s$. No small difference is taken, and an error $\delta N$ changes the exponent only by about $2b(k_0^2N/\gamma)\delta N$. A cut at the film bottom would be a poor choice, since there the same small flux must be extracted from a field of squared size $e^{2\gamma b}$.

The flux ratios, in dB/cm, are:

| oxide (nm) | TE | TM |
|---|---|---|
| 1000 | $2.991\times10^{-4}$ | $0.6374$ |
| 2000 | $6.465\times10^{-13}$ | $4.504\times10^{-6}$ |
| 3000 | $1.398\times10^{-21}$ | $3.182\times10^{-11}$ |

Newton iteration with 60-digit arithmetic agrees with all six to a relative $10^{-6}$. The flux ratio is thus a check for thin oxide and a stable working formula for thick oxide.

At equal film and oxide thickness TE leaks far less, because its index, 2.851356, gives $\gamma=9.98\times10^{-3}\ \mathrm{nm}^{-1}$ against $5.93\times10^{-3}\ \mathrm{nm}^{-1}$ for TM. Equation (4) can also be solved for thickness. For TM leakage of 0.01 dB/cm in this film,

$$b=1000+\frac{\ln(0.63744/0.01)}{2(0.005930)}=1350\ \mathrm{nm}.$$

## 6. The model beside a wafer

A 220 nm film at 1550 nm is a common silicon-photonics choice. Buried oxide is often 2 to 3 µm thick, so the 1000 nm example is deliberately thin. The indices and the coefficients below are rough typical values. A strip guide about half a micrometre wide breaks the assumption of uniformity in $y$. In an oxide-clad strip 500 nm wide, lateral confinement lowers the TM index by about 0.28, and the exponential in (4) alone would then raise the leakage about thirtyfold. The field also spreads sideways in the oxide, which makes the actual rise smaller: the full two-dimensional leaky mode loses about 12 dB/cm at $b=1000$ nm, roughly twenty times the slab value. The 1350 nm found in Section 5 therefore applies to the slab, not to such a strip. For a guide 10 µm wide, the path correction $\tfrac12(\pi/\beta'w_y)^2$, with $w_y$ the width, is only $7\times10^{-4}$.

Other changes to the TM result, with $b=1000$ nm held fixed, are:

- **Thickness.** Films of 215 and 225 nm give 1.09 and 0.37 dB/cm. This spread leaves barely one meaningful digit in 0.64 dB/cm.
- **Heating.** Raising both silicon indices for 65 K, at $1.8\times10^{-4}$ per kelvin, gives 0.57 dB/cm.
- **Absorption.** A hole density of $10^{15}\ \mathrm{cm}^{-3}$ in the film, with cross-section $6\times10^{-18}\ \mathrm{cm}^2$, adds 0.02 dB/cm. Two-photon absorption at 10 mW in a 10 µm width, with coefficient 0.7 cm/GW, adds about 0.001 dB/cm.

**Reflection from the wafer back** can matter more. Let $R$ be the returned amplitude at the oxide bottom. Then $\phi=is\,y\psi$ with $y=(1-R)/(1+R)$, and the matching of Section 1 gives $1+r=2q/(q-isy)$. The flux is proportional to $\mathrm{Re}\,y/|q-isy|^2$. Multiplying numerator and denominator by $|1+R|^2$ changes the loss by the factor

$$\frac{1-|R|^2}{|1+R\,(q+is)/(q-is)|^2}.$$

For 1% reflected power, $|R|=0.1$, this ranges from $0.9/1.1=0.818$ to $1.1/0.9=1.222$, and Newton iteration with the changed boundary condition gives the same range. A smooth bare back is a far stronger case: since $N>1$, the wave is totally reflected at air. With $|R|=1$ the steady leakage of the slab uniform in $y$ vanishes away from resonances. A guide of finite width behaves differently, because the leaked beam spreads sideways: a lateral wavenumber $k_y$ gains the extra phase $k_y^2D/k'$ per round trip through a wafer of thickness $D$, about 6 rad for $k_y=\pi/(10\ \mu\mathrm{m})$ and $D=725$ µm. Only about 0.3 of the returned amplitude then overlaps a 10 µm guide, and most of the leakage remains. The semi-infinite substrate thus stands for a back that scatters or absorbs the light, or for a guide narrow enough that the returned light misses it. For a 725 µm wafer the reflected light returns 1.06 mm farther along the guide; a guide well short of that length meets almost none of it.

**Roughness** limits the TE case. As an order-of-magnitude model, take ridges uniform in $y$ with height $h(z)$, radiating as if into unlimited oxide. Each face is a sheet source $k_0^2\Delta\,h\,\psi_1e^{i\beta z}\delta(x)$, with $\Delta=n_f^2-n_o^2$. A Fourier component of amplitude $a$ radiates the field $ia\,e^{ik_x|x|}/(2k_x)$, hence a total flux $|a|^2/(2k_x)$ on its two sides. For rms height $\sigma$ and exponential correlation length $L$, the height spectrum is $P(K)=2\sigma^2L/(1+K^2L^2)$. Put $k_z=k_0n_o\sin\vartheta$, so that $dk_z/k_x=d\vartheta$. Two uncorrelated faces give

$$\alpha_r=\frac{2k_0^4\Delta^2\psi_1^2}{4\pi\beta W}\int_{-\pi/2}^{\pi/2}P(\beta-k_0n_o\sin\vartheta)\,d\vartheta .$$

With $\sigma=0.2$ nm and $L=50$ nm this is about 0.3 dB/cm, a thousand times the TE leakage at 1000 nm of oxide. For the TE slab mode, thicker oxide would then remove a loss that is already negligible. A strip 500 nm wide has a TE index about 0.4 lower and leaks about 0.007 dB/cm, some twenty times more; a still lower index raises the leakage further. For TM, leakage at this oxide thickness is a substantial loss, and thicker oxide reduces it strongly. The numerical output below lists the values computed for the uniform slab.

## Calculated quantities

```
wavelength 1550 nm; film 220 nm
indices: silicon 3.48, oxide 1.44
TE bound index in unlimited oxide: 2.851356
TM bound index in unlimited oxide: 2.052731
TE oxide 500 nm: Im N Newton 1.82687e-05, eigenproblem 1.82687e-05
TM oxide 500 nm: Im N Newton 6.75218e-04, eigenproblem 6.75218e-04
TM oxide 1000 nm: Im N Newton 1.81033e-06, eigenproblem 1.81033e-06
TE zeros in search rectangle, oxide 1000 nm: 1
TM zeros in search rectangle, oxide 1000 nm: 1
Newton start, TM oxide 1000 nm: 2.102731
Newton step sizes: 3.7e-02, 1.2e-02, 1.1e-03, 8.8e-06, 5.5e-10, 2.1e-16
TM root: Re N 2.05273387, Im N 1.810328e-06
TM attenuation: 0.14677 1/cm = 0.63741 dB/cm
substrate k_s: 1.139123e-02 -5.361e-09 i 1/nm
TM flux/power, cut at film bottom, oxide bottom, 725 um deep:
  0.63741, 0.63741, 0.63741 dB/cm
TM power above deep cut / above oxide bottom: 1.00780
incoming branch: Im N -1.810328e-06
decaying branch, last Im N: -1.810e-06, 1.810e-06, -1.810e-06, 1.810e-06
thick-oxide formula, TM oxide 1000 nm: 0.63744 dB/cm
its relative error at 500, 1000 nm: 8.71e-03, 5.10e-05
TM oxide decay constant: 0.005930 1/nm
oxide for TM leakage 0.01 dB/cm: 1350.3 nm
TE oxide 1000 nm: flux ratio 2.9908e-04, 60-digit 2.9908e-04 dB/cm
TE oxide 2000 nm: flux ratio 6.4653e-13, 60-digit 6.4653e-13 dB/cm
TE oxide 3000 nm: flux ratio 1.3977e-21, 60-digit 1.3977e-21 dB/cm
  same case, double Newton: -1.473e-12 dB/cm
TM oxide 1000 nm: flux ratio 6.3741e-01, 60-digit 6.3741e-01 dB/cm
TM oxide 2000 nm: flux ratio 4.5038e-06, 60-digit 4.5038e-06 dB/cm
TM oxide 3000 nm: flux ratio 3.1821e-11, 60-digit 3.1821e-11 dB/cm
TM at +65 K (dn/dT 1.8e-04 1/K): 0.5713 dB/cm
TM film 215, 225 nm: 1.0898, 0.3730 dB/cm
film holes 1e+15 1/cm3, 6e-18 cm2: adds 0.0194 dB/cm
two-photon loss, 10 mW, width 10 um, 0.7 cm/GW: 1.38e-03 dB/cm
relative path correction for width 10 um: 7.13e-04
1% back reflection: TM loss times 0.818 to 1.222
return distance along guide, wafer 725 um: 1.059 mm
TE roughness, two faces, rms 0.2 nm, length 50 nm: 0.29 dB/cm
```
